# Voltage from a rotating domain wall in a ferromagnetic wire, part 1

(Sections cited here and not found follow in the second part.)

## What has to be computed

Suppose the voltage along a racetrack wire is wanted while a magnetic domain wall moves through it. The first decision is whether to feed the full magnetization $\mathbf n(x,t)$ from a micromagnetic run into a transport calculation, or to extract one number, the rate at which the wall's azimuth turns. For a complete 180 degree wall whose electrons follow the texture, with both contacts many spin-diffusion lengths away from the wall, the one number suffices. With rotation rate $\omega$ the open-circuit voltage has magnitude

$$|V|=\frac{P\hbar|\omega|}{e},$$

where $P$ is the spin polarization of the conductivity. Width, speed and detailed profile drop out of this adiabatic result. Spin relaxation adds a dissipative term proportional to speed over width, which is negligible for a round wire but not for a fast wall in a wire with a hard axis. These notes derive the formula with its sign and find where it fails.

## Conventions

The wire lies along the spatial coordinate $x$, and all quantities depend on $x$ and $t$. The components of $\mathbf n$ refer to a separate set of axes, whose orientation relative to the wire is free because (1) below does not couple spin to the direction of motion. The elementary charge $e$ is positive, so an electron has charge $-e$. The unit vector $\mathbf n(x,t)$ is the local direction of the majority-electron spin. An electron's magnetic moment is opposite to its spin, so the magnetization points along $-\mathbf n$. We write

$$\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta).$$

The reference wall has $\theta=0$ far to the left and $\theta=\pi$ far to the right. Positive $\omega$ means that $\phi$ increases. Subscripts $t$ and $x$ on $\theta$, $\phi$ and $\mathbf n$ denote partial derivatives.

A conduction electron is described by

$$H=\frac{p^2}{2m}-J\,\mathbf n(x,t)\cdot\boldsymbol\sigma,\qquad J>0. \tag{1}$$

This is a mean-field model: the electrons that carry the magnetization act on the conduction electron through a prescribed exchange field. The local spin states obey $\mathbf n\cdot\boldsymbol\sigma\,|u_s\rangle=s|u_s\rangle$ with $s=\pm1$, and their exchange energies are $-sJ$. Species $s=+1$ is the majority.

## Following the texture

If $\mathbf n$ changes slowly as seen by the electron, the spin stays in one local state. The spin precesses about the exchange field at the rate $2J/\hbar$, and an electron of speed $v$ crosses a wall of width $\Delta$ in a time $\Delta/v$. The texture itself must turn slowly compared with the precession, $\hbar|\omega|\ll2J$. For the electron's motion through the wall, slow means

$$\frac{\hbar v}{2J\Delta}\ll1. \tag{2}$$

We then set $\psi=|u_s\rangle\chi(x,t)$ and project the Schrödinger equation on $\langle u_s|$. Dropping the index $s$ for the moment, define

$$A_\mu=i\langle u|\partial_\mu u\rangle,\qquad \mu=x,t. \tag{3}$$

Since $\langle u|u\rangle=1$, the product $\langle u|\partial_\mu u\rangle$ is imaginary and $A_\mu$ is real. The time derivative gives

$$\langle u|\,i\hbar\,\partial_t(u\chi)\rangle=i\hbar\,\partial_t\chi+\hbar A_t\chi .$$

Moving the last term to the other side puts $-\hbar A_t$ into the Hamiltonian. For the kinetic energy we need

$$\langle u|\partial_x^2(u\chi)\rangle=\partial_x^2\chi+2\langle u|\partial_xu\rangle\partial_x\chi+\langle u|\partial_x^2u\rangle\chi .$$

Here $\langle u|\partial_xu\rangle=-iA_x$. Differentiating this relation gives

$$\langle u|\partial_x^2u\rangle=-i\,\partial_xA_x-\langle\partial_xu|\partial_xu\rangle .$$

Now compare with the square

$$(\partial_x-iA_x)^2\chi=\partial_x^2\chi-2iA_x\partial_x\chi-i(\partial_xA_x)\chi-A_x^2\chi .$$

The two expressions differ only in the terms without derivatives of $\chi$ or $A_x$. After multiplication by $-\hbar^2/2m$, the projected Hamiltonian is

$$H_s=\frac{(p-\hbar A_x)^2}{2m}-\hbar A_t-sJ+W, \tag{4}$$

$$W=\frac{\hbar^2}{2m}\left(\langle\partial_xu|\partial_xu\rangle-A_x^2\right).$$

The term $W$ is an ordinary potential that vanishes where the texture is uniform. Its force $-\partial_xW$ therefore integrates to zero from one domain to the other. It can change an electron's speed inside the wall but contributes no net electromotive force. The term $-sJ$ is constant and gives no force at all.

## The force on each spin

Leave $W$ aside. Hamilton's equations for (4) give the velocity and the rate of change of canonical momentum:

$$v=\frac{p-\hbar A_x}{m},\qquad \dot p=-\frac{\partial H_s}{\partial x}=\hbar v\,\partial_xA_x+\hbar\,\partial_xA_t .$$

Along the trajectory $A_x$ changes at the rate $\partial_tA_x+v\,\partial_xA_x$. Hence

$$F_s=m\dot v=\dot p-\hbar(\partial_tA_x+v\,\partial_xA_x)=\hbar(\partial_xA_t-\partial_tA_x). \tag{5}$$

The velocity terms have cancelled, so the force is the same for fast and slow electrons. A change of phase $|u\rangle\to e^{i\lambda}|u\rangle$ sends $A_\mu$ to $A_\mu-\partial_\mu\lambda$. The two mixed derivatives of $\lambda$ then cancel in (5), and the force does not depend on the phase convention.

Suitable spin states are

$$|u_+\rangle=\begin{pmatrix}\cos\frac\theta2\\ e^{i\phi}\sin\frac\theta2\end{pmatrix},\qquad |u_-\rangle=\begin{pmatrix}-e^{-i\phi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

In $\langle u_s|\partial_\mu u_s\rangle$ the derivatives of $\theta$ cancel between the two components. The derivative of the phase leaves $is\sin^2(\theta/2)\,\partial_\mu\phi$. With $\sin^2(\theta/2)=(1-\cos\theta)/2$,

$$A_\mu=-\frac s2(1-\cos\theta)\,\partial_\mu\phi . \tag{6}$$

Insert this into (5). The terms with $\partial_x\partial_t\phi$ cancel, and the derivatives of $-\cos\theta$ remain:

$$F_s=-\frac{s\hbar}{2}\sin\theta\,(\theta_x\phi_t-\theta_t\phi_x)
=\frac{s\hbar}{2}\sin\theta\,(\theta_t\phi_x-\theta_x\phi_t). \tag{7}$$

To write this without angles, use the unit vectors $\mathbf e_\theta,\mathbf e_\phi$, for which $\mathbf e_\theta\times\mathbf e_\phi=\mathbf n$. Since $\mathbf n_\mu=\theta_\mu\mathbf e_\theta+\sin\theta\,\phi_\mu\mathbf e_\phi$, the triple product is

$$\mathbf n\cdot(\mathbf n_t\times\mathbf n_x)=\sin\theta\,(\theta_t\phi_x-\theta_x\phi_t),$$

and therefore

$$F_s=\frac{s\hbar}{2}\,\mathbf n\cdot(\mathbf n_t\times\mathbf n_x). \tag{8}$$

The equivalent spin-dependent electric field follows from $F_s=-eE_s$:

$$E_s=-\frac{s\hbar}{2e}\,\mathbf n\cdot(\mathbf n_t\times\mathbf n_x).$$

It has opposite signs for the two spins. It requires $\mathbf n$ to vary in both space and time, in directions that are not parallel. A uniform magnet that precesses has $\mathbf n_x=0$ and produces no such field. Neither does a wall that only translates, because then $\mathbf n_t=-\dot X\,\mathbf n_x$ is parallel to $\mathbf n_x$.

## Integrating across the wall

Let the wall keep its shape while its centre $X(t)$ moves and the whole texture turns. With $\xi=x-X(t)$,

$$\theta=\Theta(\xi),\qquad \phi=\phi_0(t)+g(\xi),\qquad \dot\phi_0=\omega .$$

The function $g$ allows a fixed twist along the wall. The derivatives are

$$\theta_x=\Theta',\quad \theta_t=-\dot X\Theta',\quad \phi_x=g',\quad \phi_t=\omega-\dot Xg'.$$

The combination in (7) becomes

$$\theta_t\phi_x-\theta_x\phi_t=-\dot X\Theta'g'-\omega\Theta'+\dot X\Theta'g'=-\omega\Theta'. \tag{9}$$

Both the speed and the twist have disappeared. Integrating at fixed time gives

$$\int F_s\,dx=-\frac{s\hbar\omega}{2}\int\sin\Theta\,\Theta'\,d\xi
=-\frac{s\hbar\omega}{2}\,(\cos\theta_L-\cos\theta_R), \tag{10}$$

where $L$ and $R$ label the two ends. For the reference wall $\cos\theta_L-\cos\theta_R=1-(-1)=2$, so

$$\int F_s\,dx=-s\hbar\omega . \tag{11}$$

The factor $1/2$ in the force is cancelled by the 2 from a full reversal. Geometrically, the wall is a path on the unit sphere from the north pole to the south pole. When it turns by $d\phi$ it sweeps the solid angle $2\,d\phi$, whatever the path's shape, and the force integral is $\hbar/2$ times the rate of sweeping.

Equation (10) also gives the partial cases. If the domains are canted so that $\theta_L=\theta_0$ and $\theta_R=\pi-\theta_0$, the integral is reduced by the factor $\cos\theta_0$. For two successive walls that return $\mathbf n$ to its first direction and turn at the same rate, the end values are equal and the total is zero.

## Walls that change shape

If $\phi$ is uniform across the wall, then $\phi_x=0$ and (7) contains only $-\sin\theta\,\theta_x\phi_t$. Equation (11) then holds at each instant with $\omega=\dot\phi$, even while the width changes.

If the twist also changes in time, use the phase freedom to replace (6) by $A_\mu=(s/2)\cos\theta\,\partial_\mu\phi$. Integrating (5) between fixed points in the two domains gives

$$\int F_s\,dx=-\frac{s\hbar}{2}(\phi_{t,L}+\phi_{t,R})-\frac{s\hbar}{2}\frac{d}{dt}\int\cos\theta\,\phi_x\,dx .$$

Here $\phi_L$ and $\phi_R$ are the azimuths of the two tails, taken constant beyond the wall region. If the shape repeats periodically, the last integral returns to its old value and its time derivative averages to zero. Both tails advance by the same angle in a period. The time average is then again $-s\hbar\bar\omega$, with $\bar\omega$ the mean rotation rate, although the instantaneous value may differ.

## The same energy from a rotating frame

There is a route to (11) that does not use the projected force. Take a wall that stays in place, with $\phi=\omega t+g(x)$, and write

$$\psi=U\chi,\qquad U=e^{-i\omega t\sigma_z/2}.$$

The up-down matrix element of $\mathbf n\cdot\boldsymbol\sigma$ is $\sin\theta\,e^{-i\phi}$. Forming $U^\dagger(\mathbf n\cdot\boldsymbol\sigma)U$ multiplies it by $e^{i\omega t}$, which removes the time dependence. The derivative of $U$ adds one term, so that

$$i\hbar\,\partial_t\chi=\left(U^\dagger HU-\frac{\hbar\omega}{2}\sigma_z\right)\chi .$$

The operator in brackets is constant in time, so its mean value is conserved. Since $U$ commutes with $\sigma_z$, in the laboratory frame

$$\Delta\langle H\rangle=\frac{\hbar\omega}{2}\,\Delta\langle\sigma_z\rangle . \tag{12}$$

A majority electron that follows the wall from left to right changes $\langle\sigma_z\rangle$ from $+1$ to $-1$ and loses $\hbar\omega$. A minority electron gains $\hbar\omega$. The exchange energy $-sJ$ is equal on the two sides, so the change is kinetic and equals $-s\hbar\omega$, as (11) says.

A numerical solution shows the size of imperfect following. Take Hartree units, $J=1$ hartree, a wall $\theta=2\arctan e^{x/\Delta}$ with $\Delta=6$ bohr and the fixed twist $g=\tfrac12\tanh(x/\Delta)$, a mean wave number 2 per bohr and $\hbar\omega=0.05$ hartree. The ratio in (2) is then $2/12$, or about 0.17. Gaussian packets were propagated through the wall by a split-operator method. The majority packet changed its kinetic energy by $-0.05000$ hartree and the minority packet by $+0.05025$ hartree.

The small excess comes from a fraction $\varepsilon=1.26\times10^{-4}$ of the minority packet whose spin did not reverse. By (12) its total energy rises by $\hbar\omega(1-\varepsilon)$, while its exchange energy falls by $2J\varepsilon$. The kinetic change is therefore

$$\hbar\omega(1-\varepsilon)+2J\varepsilon=0.05025\ \text{hartree}.$$

For a moving wall the energy gained by one electron is a different quantity from the fixed-time integral (11). The electron meets the force at the relative velocity $v-\dot X$, so for nearly constant $v$ its work carries the factor $v/(v-\dot X)$. The voltage is governed by the line integral at fixed time, because at open circuit the total current vanishes at every point of the wire at the same instant.

# Second half: from the line integral to a voltage

## Results carried over

The majority spin direction $\mathbf n$ has polar angle $\theta$ and azimuth $\phi$, and it turns from $+z$ at the left to $-z$ at the right. The index $s=\pm1$ denotes electrons with spin parallel or antiparallel to $\mathbf n$. When the wall turns at the rate $\omega=\dot\phi$, these electrons feel a force $F_s=sF$ with

$$\int F\,dx=-\hbar\omega . \tag{13}$$

This holds for electrons that follow the texture, and for any rigid wall profile and speed. The electron charge is $-e$, and the magnetization direction is $-\mathbf n$.

For electrons that follow a full 180 degree wall turning rigidly at the rate $\omega$, the force integrated across the wall is $-s\hbar\omega$, whatever the wall's profile and speed. It remains to combine the two oppositely driven spin channels into an open-circuit voltage, and to find what sets $\omega$ and where the result fails.
